# Does Eu(III), with a J = 0 ground level, shift NMR lines?: test program

```python
"""Paramagnetic NMR shift of a 4f^6 ion with a J = 0 ground level.

Result under test, for the 7F term (L = S = 3) with spin-orbit coupling lam:
  <S_z> = -muB*B*C(T),
  C = gJ*<J(J+1)>/(6kT) + (ge-1)*(49*p0-1)/(6*lam),
  contact shift = A*muB*C/(hbar*gamma).
p0: population of J = 0; gJ = (1+ge)/2; A: isotropic hyperfine coupling.
An axial ligand field b*(3Lz^2-12) gives, at T = 0,
  chi_zz - chi_xx = -180*mu0*muB^2*(ge-1)^2*b/lam^2,
and hence a pseudocontact shift. Energies are in cm^-1 unless stated.
"""
import numpy as np
from scipy import constants as const

CM = const.h * const.c * 100.0
MUB_J = const.physical_constants["Bohr magneton"][0]
MUB = MUB_J / CM
KB = const.k / CM
GE = abs(const.physical_constants["electron g factor"][0])
GAMMA_MHZ = const.physical_constants["proton gyromag. ratio"][0] / (2e6 * np.pi)
MHZ_CM = 1e6 * const.h / CM
CHI_UNIT = const.mu_0 * MUB_J**2 / CM      # m^3 times cm^-1
GJ = (1.0 + GE) / 2.0


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2,
            (raising - raising.T) / 2j,
            np.diag(m).astype(float)]


one7 = np.eye(7)
L = [np.kron(a, one7) for a in angular_momentum(3)]
S = [np.kron(one7, a) for a in angular_momentum(3)]
M = [L[k] + GE * S[k] for k in range(3)]
LS = sum(L[k] @ S[k] for k in range(3)).real
EYE = np.eye(49)
LIGAND = 3 * L[2] @ L[2] - 12 * EYE


def hamiltonian(lam, b=0.0):
    return lam * (LS + 12 * EYE) + b * LIGAND


def boltzmann(energies, temperature):
    weights = np.exp(-(energies - energies[0]) / (KB * temperature))
    return weights / weights.sum()


def finite_field_response(h0, temperature, observable, axis, field=0.5):
    """-<observable>/(muB*B), from diagonalization in the field."""
    e, u = np.linalg.eigh(h0 + MUB * field * M[axis])
    values = np.einsum("ji,jk,ki->i", u.conj(), observable, u).real
    return -(boltzmann(e, temperature) @ values) / (MUB * field)


def van_vleck_response(h0, temperature, observable, axis):
    """Static linear response from the zero-field eigenstates."""
    e, u = np.linalg.eigh(h0)
    p = boltzmann(e, temperature)
    a = u.conj().T @ observable @ u
    m = u.conj().T @ M[axis] @ u
    gap = e[None, :] - e[:, None]
    same = np.abs(gap) < 1e-7
    weight = np.where(same, p[:, None] / (KB * temperature),
                      (p[:, None] - p[None, :]) / np.where(same, 1.0, gap))
    return np.sum(weight * (a * m.T).real)


J = np.arange(7)


def level_populations(lam, temperature):
    w = (2 * J + 1) * np.exp(-lam * J * (J + 1) / (2 * KB * temperature))
    return w / w.sum()


def spin_parts(lam, temperature):
    p = level_populations(lam, temperature)
    curie = GJ * (p @ (J * (J + 1))) / (6 * KB * temperature)
    mixing = (GE - 1) * (49 * p[0] - 1) / (6 * lam)
    return curie, mixing


def anisotropy(lam, b, temperature):
    h0 = hamiltonian(lam, b)
    return (van_vleck_response(h0, temperature, M[2], 2)
            - van_vleck_response(h0, temperature, M[0], 0))


# Round model parameters
lam, A_mhz, b_axial = 350.0, 0.1, -2.0
distance, temp, strong_field = 0.5e-9, 300.0, 10.0
to_ppm = 1e6 * A_mhz * MUB / GAMMA_MHZ

# Free-term levels, vanishing permanent spin, and the state S_z|J=0>
free_e, free_u = np.linalg.eigh(hamiltonian(lam))
expected = np.repeat(lam * J * (J + 1) / 2, 2 * J + 1)
assert np.allclose(free_e, expected, atol=1e-8)
ground = free_u[:, 0]
permanent_spin = max(abs(np.vdot(ground, s @ ground)) for s in S)
assert permanent_spin < 1e-11
driven = S[2] @ ground
assert np.isclose(driven @ driven, 4.0)
assert np.allclose(hamiltonian(lam) @ driven, lam * driven, atol=1e-8)
assert np.allclose(L[2] @ ground, -driven, atol=1e-10)

# Matrix elements between neighbouring levels and within each level
starts = J**2
for j in range(1, 7):
    lower = free_u[:, starts[j - 1]:starts[j - 1] + 2 * j - 1]
    upper = free_u[:, starts[j]:starts[j] + 2 * j + 1]
    strength = np.sum(np.abs(lower.T @ S[2] @ upper)**2)
    assert np.isclose(strength, j * (49 - j**2) / 12)
    within_s = upper.T @ S[2] @ upper
    within_j = upper.T @ (L[2] + S[2]) @ upper
    assert np.allclose(within_s, within_j / 2, atol=1e-9)

# Admixture and induced spin of the ground state in a strong field
_, u_field = np.linalg.eigh(hamiltonian(lam) + MUB * strong_field * M[2])
g_field = u_field[:, 0] * np.sign(u_field[:, 0] @ ground)
amplitude = g_field @ driven / 2
induced_spin = g_field @ S[2] @ g_field
x = MUB * strong_field / lam
# cubic field terms limit the agreement to a few parts per thousand
assert np.isclose(amplitude, -2 * (GE - 1) * x, rtol=5e-3)
assert np.isclose(induced_spin, -8 * (GE - 1) * x, rtol=5e-3)

# Mean spin of every excited level: the same small negative coefficient
weak = 0.5
_, u_weak = np.linalg.eigh(hamiltonian(lam) + MUB * weak * M[2])
for j in range(1, 7):
    block = u_weak[:, starts[j]:starts[j] + 2 * j + 1]
    mean = np.trace(block.T @ S[2] @ block) / (2 * j + 1)
    assert np.isclose(-mean / (MUB * weak), -(GE - 1) / (6 * lam), rtol=1e-3)

# Closed thermal formula against diagonalization in a finite field
for trial_lam in (150.0, 350.0, 600.0):
    for trial_t in (30.0, 100.0, 300.0, 1000.0):
        direct = finite_field_response(hamiltonian(trial_lam), trial_t, S[2], 2)
        assert np.isclose(direct, sum(spin_parts(trial_lam, trial_t)), rtol=3e-4)
hot = 1e6
hot_direct = finite_field_response(hamiltonian(lam), hot, S[2], 2, field=100.0)
assert np.isclose(hot_direct * KB * hot, 4 * GE, rtol=5e-3)

# Contact shift from the joint electron-nucleus spectrum at T = 0
nuc = angular_momentum(0.5)
test_field = 2.0
h_joint = np.kron(hamiltonian(lam) + MUB * test_field * M[2], np.eye(2))
h_joint = h_joint - GAMMA_MHZ * MHZ_CM * test_field * np.kron(EYE, nuc[2])
h_joint = h_joint + A_mhz * MHZ_CM * sum(np.kron(S[k], nuc[k]) for k in range(3))
e_joint = np.linalg.eigvalsh(h_joint)
bare = GAMMA_MHZ * MHZ_CM * test_field
joint_ppm = 1e6 * ((e_joint[1] - e_joint[0]) / bare - 1)
cold_ppm = to_ppm * 8 * (GE - 1) / lam
# a small difference of large eigenvalues: rounding sets the tolerance
assert np.isclose(joint_ppm, cold_ppm, rtol=2e-3)

# Ligand-field matrix elements and the low-temperature anisotropy
split_element = driven @ LIGAND @ driven / 4
mix_element = ground @ LIGAND @ S[2] @ S[2] @ ground
assert np.isclose(split_element, 9.0) and np.isclose(mix_element, 36.0)
small = 0.01
slope = (anisotropy(lam, small, 10.0) - anisotropy(lam, -small, 10.0)) / (2 * small)
assert np.isclose(slope, -180 * (GE - 1)**2 / lam**2, rtol=1e-4)

# Van Vleck sum with ligand field against finite-field diagonalization
h_lig = hamiltonian(lam, b_axial)
chi = []
for k in range(3):
    summed = van_vleck_response(h_lig, temp, M[k], k)
    direct = finite_field_response(h_lig, temp, M[k], k)
    assert np.isclose(summed, direct, rtol=1e-4)
    chi.append(CHI_UNIT * summed)
delta_chi = chi[2] - chi[0]

# Pseudocontact formula against an average over field directions
theta = 0.6
r_hat = np.array([np.sin(theta), 0.0, np.cos(theta)])
dipole = (3 * np.outer(r_hat, r_hat) - np.eye(3)) / (4 * np.pi * distance**3)


def tumbling_average(chi_diagonal):
    nodes, weights = np.polynomial.legendre.leggauss(8)
    total = 0.0
    for c, w in zip(nodes, weights):
        for phi in np.arange(8) * np.pi / 4:
            s = np.sqrt(1 - c * c)
            n = np.array([s * np.cos(phi), s * np.sin(phi), c])
            total += w / 16 * (n @ dipole @ (np.array(chi_diagonal) * n))
    return total


formula = delta_chi * (3 * np.cos(theta)**2 - 1) / (12 * np.pi * distance**3)
assert np.isclose(1e6 * tumbling_average(chi), 1e6 * formula, rtol=1e-7, atol=1e-9)
assert abs(1e6 * tumbling_average([chi[0]] * 3)) < 1e-9


def pseudocontact_ppm(dchi):
    return 1e6 * dchi * 2 / (12 * np.pi * distance**3)


# Worked example
pop = level_populations(lam, temp)
curie, mixing = spin_parts(lam, temp)
total = curie + mixing
ground_part = pop[0] * 8 * (GE - 1) / lam
excited_part = sum(pop[j] * (GJ * j * (j + 1) / (6 * KB * temp)
                             - (GE - 1) / (6 * lam)) for j in range(1, 7))
assert np.isclose(ground_part + excited_part, total)
assert ground_part > 0.5 * total and to_ppm * total < cold_ppm
mean_spin = sum(van_vleck_response(h_lig, temp, S[k], k) for k in range(3)) / 3

print(f"spin-orbit coupling lambda = {lam:.0f} cm^-1")
print(f"hyperfine coupling A/h = {A_mhz:.1f} MHz")
print(f"electron g factor (magnitude) = {GE:.5f}")
print(f"level g factor gJ = {GJ:.5f}")
print(f"Bohr magneton = {MUB:.6f} cm^-1/T")
print(f"proton gamma/2pi = {GAMMA_MHZ:.4f} MHz/T")
print(f"kT at 300 K = {KB * temp:.2f} cm^-1")
print(f"energy of J=1 = {free_e[1]:.1f} cm^-1")
print(f"energy of J=2 = {free_e[4]:.1f} cm^-1")
print(f"permanent spin of J=0 below 1e-11: {permanent_spin < 1e-11}")
print(f"field for admixture example = {strong_field:.0f} T")
print(f"J=1 amplitude in ground state = {amplitude:.5f}")
print(f"J=1 probability in ground state = {amplitude**2:.3e}")
print(f"induced <S_z> of ground state = {induced_spin:.4f}")
for j in range(4):
    print(f"population of J={j} at 300 K = {100 * pop[j]:.3f} %")
print(f"C, Curie part at 300 K = {curie:.6f} cm")
print(f"C, mixing part at 300 K = {mixing:.6f} cm")
print(f"C, total at 300 K = {total:.6f} cm")
print(f"<S_z>/B at 300 K = {-MUB * total:.6f} 1/T")
print(f"contact shift, T=0 formula = {cold_ppm:.3f} ppm")
print(f"contact shift, T=0 joint spectrum = {joint_ppm:.3f} ppm")
for t in (100.0, 200.0, 300.0, 400.0):
    print(f"contact shift at {t:.0f} K = {to_ppm * sum(spin_parts(lam, t)):.3f} ppm")
print(f"Curie part of shift at 300 K = {to_ppm * curie:.3f} ppm")
print(f"mixing part of shift at 300 K = {to_ppm * mixing:.3f} ppm")
print(f"J=0 part of shift at 300 K = {to_ppm * ground_part:.3f} ppm")
print(f"excited-level part at 300 K = {to_ppm * excited_part:.3f} ppm")
print(f"J=0 share of shift at 300 K = {100 * ground_part / total:.1f} %")
print(f"ligand-field parameter b = {b_axial:.1f} cm^-1")
print(f"first-order shift of J=1, M=0 = {b_axial * split_element:.1f} cm^-1")
print(f"first-order shift of J=1, M=+-1 = {-b_axial * split_element / 2:.1f} cm^-1")
print(f"contact shift with ligand field, 300 K = {to_ppm * mean_spin:.3f} ppm")
print(f"chi_zz at 300 K = {chi[2]:.4e} m^3")
print(f"chi_xx at 300 K = {chi[0]:.4e} m^3")
print(f"distance r = {distance * 1e9:.1f} nm, angle theta = 0 degrees")
first_order = -180 * CHI_UNIT * (GE - 1)**2 * b_axial / lam**2
print(f"delta chi, T=0 first order = {first_order:.4e} m^3")
print(f"pseudocontact, T=0 first order = {pseudocontact_ppm(first_order):.3f} ppm")
for t in (10.0, 100.0, 200.0, 300.0, 400.0):
    dchi = CHI_UNIT * anisotropy(lam, b_axial, t)
    print(f"at {t:.0f} K: delta chi = {dchi:.4e} m^3, "
          f"pseudocontact = {pseudocontact_ppm(dchi):.3f} ppm")
print("verified")
```

Running it gives:

```
spin-orbit coupling lambda = 350 cm^-1
hyperfine coupling A/h = 0.1 MHz
electron g factor (magnitude) = 2.00232
level g factor gJ = 1.50116
Bohr magneton = 0.466864 cm^-1/T
proton gamma/2pi = 42.5775 MHz/T
kT at 300 K = 208.51 cm^-1
energy of J=1 = 350.0 cm^-1
energy of J=2 = 1050.0 cm^-1
permanent spin of J=0 below 1e-11: True
field for admixture example = 10 T
J=1 amplitude in ground state = -0.02672
J=1 probability in ground state = 7.137e-04
induced <S_z> of ground state = -0.1068
population of J=0 at 300 K = 62.786 %
population of J=1 at 300 K = 35.155 %
population of J=2 at 300 K = 2.041 %
population of J=3 at 300 K = 0.019 %
C, Curie part at 300 K = 0.000993 cm
C, mixing part at 300 K = 0.014207 cm
C, total at 300 K = 0.015200 cm
<S_z>/B at 300 K = -0.007096 1/T
contact shift, T=0 formula = 25.121 ppm
contact shift, T=0 joint spectrum = 25.120 ppm
contact shift at 100 K = 24.782 ppm
contact shift at 200 K = 20.875 ppm
contact shift at 300 K = 16.667 ppm
contact shift at 400 K = 13.714 ppm
Curie part of shift at 300 K = 1.089 ppm
mixing part of shift at 300 K = 15.578 ppm
J=0 part of shift at 300 K = 15.772 ppm
excited-level part at 300 K = 0.894 ppm
J=0 share of shift at 300 K = 94.6 %
ligand-field parameter b = -2.0 cm^-1
first-order shift of J=1, M=0 = -18.0 cm^-1
first-order shift of J=1, M=+-1 = 9.0 cm^-1
contact shift with ligand field, 300 K = 16.670 ppm
chi_zz at 300 K = 9.6749e-32 m^3
chi_xx at 300 K = 9.2220e-32 m^3
distance r = 0.5 nm, angle theta = 0 degrees
delta chi, T=0 first order = 1.6064e-32 m^3
pseudocontact, T=0 first order = 6.818 ppm
at 10 K: delta chi = 1.6491e-32 m^3, pseudocontact = 6.999 ppm
at 100 K: delta chi = 1.5151e-32 m^3, pseudocontact = 6.430 ppm
at 200 K: delta chi = 8.6616e-33 m^3, pseudocontact = 3.676 ppm
at 300 K: delta chi = 4.5290e-33 m^3, pseudocontact = 1.922 ppm
at 400 K: delta chi = 2.4710e-33 m^3, pseudocontact = 1.049 ppm
verified
```
